# Why a hotter reset pulse can still leave a crystalline bit

**Q:** I have a phase-change cell that reads low resistance after a reset pulse. The pulse peaked at 1000 K, the material melts at 900 K, and the power then fell to zero over 300 ns. I plan to raise the peak to 1200 K. Melting destroys the crystal, so a hotter melt should guarantee an amorphous bit.

**A:** Melting does destroy the crystal. But at the end of the melting stage you have a liquid, not a glass. The liquid must still cool through temperatures at which the crystal is the stable phase and the atoms are mobile enough to join it. Is there any crystal left for it to join?

**Q:** Not inside the programmable segment. Take it as completely molten. Beyond its two ends the material stays crystalline.

**A:** Then those ends are growth fronts. Let the molten segment have length $L$ and fill the whole cross-section of the current path. If each front advances by $s$ during cooling, the amorphous plug left between them has length

$$\ell=\max(0,\;L-2s).$$

The maximum is there because the fronts stop when they meet. A plug with $\ell>0$ lies in series with the current and raises the resistance. If $\ell=0$, the bit is crystalline again, although it was completely molten. So we need $s$, and for that we need the temperature as a function of time and the growth velocity as a function of temperature.

**Q:** Start with the temperature. Does it simply follow the power?

**A:** With a delay. I give the segment one uniform temperature $T$, a heat capacity $C$ and a thermal conductance $G$ to surroundings at $T_0$. With heating power $P$, and latent heat neglected,

$$C\frac{dT}{dt}=P-G(T-T_0).$$

Suppose the segment has settled at the peak $T_p$, so that $P=G(T_p-T_0)$, and that from $t=0$ the power falls linearly to zero in a time $t_f$. Write $y=T-T_0$, $\Delta T=T_p-T_0$ and $\tau=C/G$. Dividing by $G$ gives

$$\tau\frac{dy}{dt}+y=\Delta T\left(1-\frac{t}{t_f}\right).$$

Try a straight line $y=a+bt$. The left side becomes $\tau b+a+bt$. Matching the terms in $t$ gives $b=-\Delta T/t_f$, and matching the constants gives $a=\Delta T-\tau b=\Delta T(1+\tau/t_f)$. To this we add the solution $Ke^{-t/\tau}$ of the equation without its right side. The starting value $y(0)=\Delta T$ requires $K=-\Delta T\,\tau/t_f$. Hence, while the power is falling,

$$T-T_0=\Delta T\left[1-\frac{t}{t_f}+\frac{\tau}{t_f}\left(1-e^{-t/\tau}\right)\right],$$

$$\frac{dT}{dt}=-\frac{\Delta T}{t_f}\left(1-e^{-t/\tau}\right).$$

After a few $\tau$ the cooling rate is $\Delta T/t_f$, and the temperature runs behind the power by a time $\tau$.

**Q:** And the growth velocity? I would expect growth to be fastest where the crystal is most strongly favoured, far below melting.

**A:** The driving force does increase on cooling, but the mobility falls. Let $h$ be the heat of fusion per atom, taken as independent of temperature. The two phases have equal free energy at the melting temperature $T_m$, so the entropy of fusion is $h/T_m$. At a lower temperature an atom gains

$$\Delta g=h-T\frac{h}{T_m}=h\left(1-\frac{T}{T_m}\right)$$

on joining the crystal. Detailed balance makes the detachment rate smaller than the attachment rate by the factor $e^{-\Delta g/k_BT}$. The net velocity is therefore the attachment velocity times $1-e^{-\Delta g/k_BT}$. For the attachment velocity I assume an activated law, $A\,e^{-E/k_BT}$, with a single activation energy $E$.

A convenient variable is

$$z=\frac{1}{k_B}\left(\frac1T-\frac1{T_m}\right),$$

which is zero at melting and increases on cooling. Then $\Delta g/k_BT=hz$. With $u_m=A\,e^{-E/k_BT_m}$ the attachment velocity is $u_m e^{-Ez}$, so

$$u=u_m e^{-Ez}\left(1-e^{-hz}\right).$$

At $z=0$ the second factor vanishes: there is no driving force. At large $z$ the first factor vanishes: the atoms hardly move. In between, setting $du/dz=0$ gives

$$-E\,e^{-Ez}+(E+h)\,e^{-(E+h)z}=0.$$

Multiplying by $e^{(E+h)z}$ gives $e^{hz}=(E+h)/E$, so the maximum lies at

$$z_*=\frac1h\ln\left(1+\frac hE\right).$$

**Q:** Please put numbers in.

**A:** I take round model parameters, not those of a named material: $T_0=300$ K, $T_m=900$ K, $L=40$ nm, $\tau=2$ ns, $E=2$ eV, $h=0.12$ eV and $u_m=50$ nm/ns. Then $z_*=\ln(1.06)/0.12=0.486$ per eV. Solving the definition of $z$ for the temperature, with $k_BT_m=0.0776$ eV,

$$T_*=\frac{T_m}{1+k_BT_mz_*}=\frac{900}{1+0.0377}\approx 867\ \text{K}.$$

The velocity there is 1.07 nm/ns, and it exceeds half this value between about 818 K and 892 K. The dangerous range begins just below melting.

**Q:** So how far do the fronts move during the trailing edge?

**A:** Each front moves by $s=\int u\,dt$, taken over the time spent below $T_m$. Above $T_m$ I hold the ends of the melt fixed, so that $L$ does not depend on the peak. The temperature falls steadily, so we can use it in place of time: $dt=-dT/|dT/dt|$. The minus sign is absorbed by exchanging the limits:

$$s=\int_{T_c}^{T_m}\frac{u(T)}{|dT/dt|}\,dT.$$

I stop at $T_c=400$ K, where growth is negligible on the time scale of the pulse. This $s$ is a potential advance: it says how far a front would go if it did not meet the other.

The peak temperature does not appear in the integral except through the cooling rate. For a slow edge that rate is the constant $\Delta T/t_f$ and comes out of the integral:

$$s=\frac{t_f}{\Delta T}\,J,\qquad J=\int_{T_c}^{T_m}u(T)\,dT.$$

This needs two conditions. The transient $e^{-t/\tau}$ must have died out before the segment reaches $T_m$, and the segment must be below the growth window when the power reaches zero.

**Q:** What is $J$ here? I would like to see its size without trusting a numerical integral.

**A:** It can be bracketed by hand. From the definition of $z$, $dz=-dT/(k_BT^2)$, so $dT=-k_BT^2\,dz$ and

$$J=k_B\int_0^{z_c}T^2\,u\,dz,\qquad T=\frac{T_m}{1+x},\quad x=k_BT_mz,$$

where $z_c$ belongs to $T_c$. Replacing $T^2$ by the larger $T_m^2$ and extending the integral to infinity both increase the result. Since $\int_0^\infty e^{-Ez}dz=1/E$, this gives the upper bound

$$J_0=u_mk_BT_m^2\left(\frac1E-\frac1{E+h}\right)=\frac{u_mk_BT_m^2\,h}{E(E+h)}.$$

For a lower bound, note that $(1+x)^2(1-2x)=1-3x^2-2x^3\le1$ for $x\ge0$, so $(1+x)^{-2}\ge1-2x$. Put $T_m^2(1-2x)$ in place of $T^2$. Extending this integral to infinity lowers it further, because at $T_c$ we have $x=900/400-1=1.25$, and $1-2x$ is negative from there on. With $\int_0^\infty z\,e^{-Ez}dz=1/E^2$,

$$J>J_0-2u_mk_B^2T_m^3\left[\frac1{E^2}-\frac1{(E+h)^2}\right].$$

The two bounds are 98.8 and 83.9 nm K/ns. Numerical integration gives $J=86.0$ nm K/ns.

**Q:** Then my original pulse, 1000 K with a 300 ns edge, gives what?

**A:** Here $\Delta T=1000-300=700$ K, so

$$s=\frac{300\times86.0}{700}\approx36.9\ \text{nm}.$$

Two fronts could cover 73.7 nm, and the melt is 40 nm long. They meet, and no amorphous material remains. Direct integration of the heat balance together with the front motion puts the meeting at 68 ns after the start of the edge, at about 846 K. Most of the trailing edge is still to come at that moment.

**Q:** Now raise the peak to 1200 K, with the same 300 ns edge.

**A:** Then $\Delta T=900$ K and

$$s=\frac{300\times86.0}{900}\approx28.7\ \text{nm}.$$

The two fronts could cover 57.3 nm, still more than 40 nm. The bit is crystalline again. The fronts meet later, at about 126 ns, but much of this delay is time spent cooling as a liquid. The ramp reaches 900 K after $300\times300/900=100$ ns, plus the lag of 2 ns, so the closure takes about 24 ns below melting. For the 1000 K peak the crossing is at $300\times100/700+2\approx45$ ns, and the closure takes about 23 ns.

**Q:** But $s$ did go down, from 36.9 to 28.7 nm. So the hotter peak helps.

**A:** It helps here because you kept the duration of the edge fixed. A higher starting point then means a steeper ramp, 3.0 instead of 2.3 K/ns. Keep the slope fixed instead, and the 1200 K pulse needs an edge of $300\times900/700\approx386$ ns. Its potential advance is then 36.9 nm, the same as for the 1000 K pulse. The extra 200 K has only added time in the liquid.

**Q:** Then there should be a critical cooling rate.

**A:** There is. A plug survives if $2s<L$. With $s=J/q$, where $q=\Delta T/t_f$ is the cooling rate, this becomes

$$q>q_c=\frac{2J}{L}=\frac{2\times86.0}{40}\approx4.3\ \text{K/ns},$$

or $4.3\times10^9$ K/s. Both of your 300 ns edges are slower than this. In terms of the edge duration, the condition $\Delta T/t_f>2J/L$ reads

$$t_f<t_c=\frac{L\,\Delta T}{2J}.$$

For the 1000 K peak $t_c=40\times700/172\approx163$ ns, and for the 1200 K peak $t_c\approx209$ ns. Repeated direct integration, with the edge adjusted until the fronts just meet, gives the same two values.

Your belief therefore has a range in which it appears to be confirmed. With an edge of 180 ns, the 1000 K pulse fails and the 1200 K pulse leaves a plug. The hotter pulse succeeds there because it cools faster.

**Q:** Could I rescue the 300 ns edge by going hotter still?

**A:** In this model, yes, at a price. Solving $\Delta T/t_f>2J/L$ for the peak gives

$$T_p>T_0+\frac{2J\,t_f}{L}=300+4.3\times300\approx1590\ \text{K}.$$

At that threshold the plug has zero length, so a useful bit needs more. To keep a plug of length $\ell$ we need $2J/q=L-\ell$, hence

$$q=\frac{2J}{L-\ell}.$$

For $\ell=20$ nm this is $172/20=8.6$ K/ns, twice the critical rate. With the 1000 K peak, an edge of $700/8.6\approx81$ ns provides it.

**Q:** What happens if I leave the peak at 1000 K and shorten the edge to 30 ns?

**A:** The slow-edge formula gives $s=30\times86.0/700\approx3.69$ nm. Direct integration gives 3.75 nm, which is 1.7 percent more than the formula, and a plug of 32.5 nm. The excess comes from the thermal lag. The segment reaches 900 K after about 6.2 ns, when $e^{-t/\tau}=e^{-3.1}\approx0.045$. At that moment it is cooling 4.5 percent more slowly than the nominal rate, and the deficit shrinks as it cools further. The excess growth must therefore be below about 5 percent, as it is.

With the same 30 ns edge the 1200 K peak leaves 34.3 nm. The extra 200 K has gained less than 2 nm of plug, while shortening the edge at 1000 K has gained 32.5 nm.

**Q:** Suppose I switch the power off at once. Surely the hotter melt then takes longer to cool and recrystallizes more?

**A:** In this model it takes longer to cool, but it does not recrystallize more. With $P=0$ the heat balance reads $\tau\,dT/dt=-(T-T_0)$, so the cooling rate at temperature $T$ is $(T-T_0)/\tau$, whatever the starting point. Inserting this into the integral for $s$ gives

$$s_0=\tau\int_{T_c}^{T_m}\frac{u(T)}{T-T_0}\,dT\approx0.32\ \text{nm},$$

with no $T_p$ in it. The solution $T-T_0=\Delta T\,e^{-t/\tau}$ shows where the extra time goes. The segment reaches 900 K after $2\ln(700/600)\approx0.3$ ns from 1000 K, and after $2\ln(900/600)\approx0.8$ ns from 1200 K. The additional half nanosecond is spent as a liquid.

This is also the limit in which the slow-edge formula fails. As $t_f\to0$ it would predict $s\to0$, but the segment cannot lose its heat faster than $\tau$ allows, and $s_0$ remains.

**Q:** Why did you stop that integral at 400 K and not at 300 K?

**A:** Because the segment approaches $T_0$ exponentially and never quite arrives. The growth velocity at $T_0$ is tiny but not zero, so the factor $1/(T-T_0)$ would make the integral diverge logarithmically. That divergence stands for an unlimited storage time, which is a separate question. In this model each front advances about $6\times10^{-4}$ nm in ten years at 300 K, which is negligible beside 40 nm. As far as growth from the ends is concerned, the model material can therefore crystallize within tens of nanoseconds near 850 K and hold its state at 300 K. The margin shrinks quickly with temperature: at 358 K (85 °C) the same law gives about 160 nm per front in ten years, enough to close the plug.

**Q:** I am still not sure that the slowness below melting is the cause. A slow edge also keeps the cell hot for longer.

**A:** Separate the two. Start at 1200 K and lower the power slowly for 240 ns, until the steady temperature it would maintain is 960 K. This ramp falls at 1 K/ns, well below the critical rate of 4.3 K/ns, but the segment stays liquid throughout. Then cut the power. Direct integration gives an advance of 0.32 nm per front, the same as for an abrupt edge from the peak, and a plug of 39.4 nm. In this uniform segment with fixed ends, slow cooling above $T_m$ has done no harm. What closes the plug is slow cooling through the growth window.

**Q:** Which of your simplifications could change the verdict for a real cell?

**A:** Several could move the threshold.

The first is the fixed length $L$. In a real cell a hotter peak may melt a longer segment. Since $q_c=2J/L$, a longer melt tolerates slower cooling, provided the extra length is still molten when the segment enters the growth window. This is a second indirect way in which a higher peak can help.

The second is nucleation. I let crystal grow from the two ends alone. If new crystals also form inside the cooling liquid, they take up more of it, so less amorphous material remains than I calculated. The critical rate of 4.3 K/ns would then be too low.

The third is the uniform temperature. The ends of a real melt border on cooler material, so the fronts may enter the growth window before the middle does. A slow edge can then shorten the melt while its middle is still above $T_m$, and the extra length gained from a hotter peak can be lost again. The single thermal time also leaves out heat stored in the surroundings. A hotter pulse can warm them more, and they then slow the cooling through the growth window. In such a cell a hotter peak can recrystallize more, even after an abrupt power cut. The fourth is latent heat. Growth releases it, which keeps the segment warmer than I calculated. At a given moment this slows growth if the front is above 867 K and can speed it up if the front is below. With a heat capacity of $3k_B$ per atom, complete crystallization would warm a thermally isolated segment by $h/(3k_B)\approx460$ K. If this heat is spread uniformly over the segment in the heat balance, the critical rate rises from 4.3 to about 5.0 K/ns, and the 1200 K pulse with the 180 ns edge keeps a plug of only about 0.2 nm instead of 5.6 nm.

The fifth is the single activation energy. In a real phase-change liquid the effective activation energy can be lower just below melting than at lower temperatures. If it is well below 2 eV throughout the growth window, then for the same maximum velocity the window extends further down in temperature, and the critical cooling rate can be much higher. With $E=0.5$ eV the fastest growth moves to about 790 K and the critical rate to about 12 K/ns. If it is about 2 eV at melting and rises on cooling, the window can instead be narrower and the critical rate lower.

The values of $q_c$ and $t_c$ belong to this model and its parameters. The integral $s=\int u\,dT/|dT/dt|$ applies more widely, to any steadily cooling front whose velocity depends on its temperature alone.

**Q:** Then how do I find out what went wrong in my cell?

**A:** Keep the peak and its duration fixed, and shorten the trailing edge. If the segment was completely molten and then recrystallized, a sufficiently fast edge will leave an amorphous plug, provided the cell can lose its heat quickly enough. The advance $s_0$ that remains after an abrupt power cut is proportional to $\tau$, and the test works only if $2s_0<L$. With the parameters used here that holds by a wide margin, but in a cell with a much longer thermal time even an abrupt edge could fail after complete melting. If it never melted, there is no liquid to preserve, and a faster edge will not produce a glass. In that second case a higher peak is the right remedy. Melting is necessary for this kind of reset, and sufficiently fast cooling below $T_m$ is a separate requirement. The numerical output below lists the values for all four combinations of peak and edge.

## Calculated quantities

```
Ambient T_0 = 300 K; melting T_m = 900 K
Molten length L = 40 nm; thermal time tau = 2 ns
Activation energy E = 2.00 eV; heat of fusion h = 0.12 eV
Kinetic prefactor at T_m, u_m = 50 nm/ns
Boltzmann constant = 8.617333e-05 eV/K
Fastest growth = 1.0716 nm/ns at 867.3 K
Half-maximum window = 817.5 to 892.2 K
Growth area J = 85.999 nm K/ns
Bounds on J = 83.887 to 98.774 nm K/ns
Critical cooling rate 2J/L = 4.2999 K/ns
Peak 1000 K, edge 30 ns:
  nominal cooling rate = 23.3333 K/ns
  potential advance per front = 3.748 nm
  amorphous plug = 32.505 nm
Peak 1000 K, edge 300 ns:
  nominal cooling rate = 2.3333 K/ns
  potential advance per front = 36.857 nm
  amorphous plug = 0.000 nm
Peak 1200 K, edge 30 ns:
  nominal cooling rate = 30.0000 K/ns
  potential advance per front = 2.870 nm
  amorphous plug = 34.260 nm
Peak 1200 K, edge 300 ns:
  nominal cooling rate = 3.0000 K/ns
  potential advance per front = 28.666 nm
  amorphous plug = 0.000 nm
Peak 1000 K, 300 ns edge: fronts meet at 68.1 ns, 845.8 K
Critical edge for peak 1000 K = 162.79 ns
Peak 1200 K, 300 ns edge: fronts meet at 125.7 ns, 829.0 K
Critical edge for peak 1200 K = 209.31 ns
Slow-law advance, 1000 K and 30 ns = 3.686 nm
Excess from thermal lag there = 1.68 percent
Equal-slope edge for 1200 K peak = 385.7 ns
Advance at equal slope, 1200 K peak = 36.857 nm
Abrupt-edge advance, formula = 0.3187 nm
Abrupt-edge advance from 1000 K = 0.3187 nm
Abrupt-edge advance from 1200 K = 0.3187 nm
Slow liquid ramp: 1200 K to target 960 K in 240 ns
Advance after power cut = 0.3187 nm
Plug after power cut = 39.363 nm
Peak needed for 300 ns edge = 1590.0 K
Front advance in ten years at T_0 = 6.01e-04 nm
```
